# Multipole boundary values for the Hartree energy in a cubic box

## Problem

A fixed electron density $n(\mathbf r)$ lies inside a sphere of radius $\rho$ about the origin. Its Hartree potential $V$ is computed on a real-space grid filling the cube $|x|,|y|,|z|\le a$, with $a>\rho$. In Rydberg atomic units ($e^2=2$, lengths in bohr),

$$\nabla^2V=-8\pi n,\qquad V(\mathbf r)=2\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad E=\tfrac12\int nV\,d^3r .$$

The solver needs $V$ on the faces. It is given the multipole series about the origin, cut after $l=L$ (that is, $L=l_{\max}$). The label $L=-1$ means that zero is imposed. Call the resulting potential $V_L$ and the energy error $\delta E_L=\tfrac12\int n(V_L-V)\,d^3r$.

1. Bound $|\delta E_L|$ at fixed $a$.
2. Replace the cube by a sphere of radius $R$. With which power of $R$ does the error fall?
3. Return to the cube. The density has net charge $Q=\int n\,d^3r$ (in units of the electron's charge) and zero dipole moment about the origin. Find the power of $a$ for $L=-1,\dots,7$.
4. Find the leading error for $L=3$, with its coefficient.
5. Three Gaussian charges $1,1,2$ of width $\sigma=0.5$ bohr, $n\propto e^{-r^2/2\sigma^2}$ about each centre, sit at $(1.2,0.2,0)$, $(-0.4,0.2,1.0)$ and $(-0.4,-0.2,-0.5)$ bohr. For $a=6$ bohr and grid spacing $h=0.25$ bohr, which $L$ is worth using?

## Hints

- *Part 1.* What equation does $V_L-V$ obey inside the box? Where does such a function take its largest magnitude?
- *Part 2.* A surface harmonic of order $l$ on a sphere continues inward as $r^l$.
- *Part 3.* On a cube, the distance from the centre varies over the surface. Ask which orders $l'$ appear inside when the boundary data have order $l$, and then use the symmetry of the cube.
- *Part 4.* A net charge feels the potential error at the centre. That value does not change if the boundary data are averaged over the 48 symmetry operations of the cube.
- *Part 5.* The boundary is not the only source of error.

## Solution

### 1. The error as a harmonic function

For $s>r'$, with $\gamma$ the angle between $\mathbf s$ and $\mathbf r'$,

$$\frac1{|\mathbf s-\mathbf r'|}=\sum_{l=0}^\infty\frac{r'^l}{s^{l+1}}P_l(\cos\gamma).$$

Every boundary point has $s\ge a>\rho$, so the series converges there. The order-$l$ part of the potential is

$$V_l^{\rm out}(\mathbf s)=2\int n(\mathbf r')\frac{r'^l}{s^{l+1}}P_l(\cos\gamma)\,d^3r'.$$

$V_L$ and $V$ obey the same Poisson equation, so $\delta V=V_L-V$ satisfies $\nabla^2\delta V=0$ in the box. On the boundary, $\delta V=-\sum_{l>L}V_l^{\rm out}$.

Let $N=\int|n|\,d^3r$. Since $|P_l|\le1$, $r'\le\rho$ and $s\ge a$, the boundary values obey

$$|\delta V|\le2N\sum_{l=L+1}^\infty\frac{\rho^l}{a^{l+1}}
=\frac{2N}{a}\,\frac{(\rho/a)^{L+1}}{1-\rho/a}
=2N\frac{(\rho/a)^{L+1}}{a-\rho}.$$

By the maximum principle the same bound holds inside. Therefore

$$|\delta E_L|\le\tfrac12N\max|\delta V|\le N^2\,\frac{(\rho/a)^{L+1}}{a-\rho}.$$

At fixed $a$ the bound falls geometrically with $L$. The argument fails if density reaches beyond the inscribed sphere, because the series may then diverge on the nearest parts of the faces.

### 2. Spherical boundary

On $s=R$, each omitted order is a pure surface harmonic. Its continuation inward is its boundary value times $(r/R)^l$:

$$\delta V(\mathbf r)=-2\sum_{l>L}\frac1{R^{2l+1}}\int n(\mathbf r')(rr')^lP_l(\cos\gamma)\,d^3r'.$$

Define $q_{lm}=\int n\,r^lY_{lm}\,d^3r$ with real, normalized harmonics. The addition theorem, $P_l(\cos\gamma)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat r)Y_{lm}(\hat r')$, then gives

$$\delta E_L=\tfrac12\int n\,\delta V\,d^3r=-\sum_{l>L}\frac{4\pi}{2l+1}\,\frac{\sum_mq_{lm}^2}{R^{2l+1}} .$$

Each multipole acts back on itself alone. If the moments of order $L+1$ do not all vanish, the error falls as $R^{-(2L+3)}$. It is never positive.

### 3. Cubic boundary

In the same notation, the omitted potential is

$$V_l^{\rm out}(\mathbf s)=\sum_m\frac{8\pi}{2l+1}q_{lm}\frac{Y_{lm}(\hat s)}{s^{l+1}} .$$

Let $W_{lm}(\mathbf t)$ be harmonic in the cube of half-side 1 and equal to $Y_{lm}(\hat t)/t^{l+1}$ on its surface. Putting $\mathbf s=a\mathbf t$ shows that the continuation into the actual box is $a^{-(l+1)}W_{lm}(\mathbf r/a)$. Inside the inscribed sphere,

$$W_{lm}(\mathbf t)=\sum_{l'm'}B^{lm}_{l'm'}\,t^{l'}Y_{l'm'}(\hat t),$$

where the numbers $B$ depend on the shape of the box and not on its size. Insertion into $\tfrac12\int n\,\delta V$ gives

$$\delta E_L=-\sum_{l>L}\sum_m\sum_{l'm'}\frac{4\pi}{2l+1}\,B^{lm}_{l'm'}\,\frac{q_{lm}\,q_{l'm'}}{a^{\,l+l'+1}} .$$

The sum over $l'$ starts at zero even though $l$ starts at $L+1$. An omitted high multipole can thus act on a low one, including the monopole. The power of $a$ is the smallest $l+l'+1$ whose coefficient survives.

Symmetry removes many pairs. Inversion requires $l$ and $l'$ to have the same parity. For $l'=0$, only the part of the data that is invariant under all cube operations contributes, so a harmonic polynomial of degree $l$ with that invariance must exist:

- Invariance under $x\to-x$, $y\to-y$ and $z\to-z$ allows only even powers, so odd $l$ is excluded.
- For $l=2$ the only candidate is $x^2+y^2+z^2$. Its Laplacian is 6, so it is not harmonic.
- For $l=4,6,8$ there are $2,3,4$ independent invariant polynomials. The Laplacian maps them into invariant spaces of dimension $1,2,3$, so at least one combination in each case is harmonic.

With $q_{1m}=0$, the lowest pairs $(l,l')$ are:

- $L=-1$: $(0,0)$, power 1.
- $L=0,1$: $(2,2)$ and $(4,0)$, power 5.
- $L=2,3$: $(4,0)$, power 5.
- $L=4,5$: $(6,0)$, power 7.
- $L=6,7$: $(8,0)$, power 9.

These powers hold when the surviving coefficients are non-zero, which symmetry permits but does not guarantee. The numerical check confirms them for the density of part 5. Between $L=0$ and $L=3$ the power does not improve at all, although the coefficient can.

### 4. The coefficient for $L=3$

The leading term is the shift of the potential at the centre, felt by the whole charge:

$$\delta E_3\simeq\tfrac12Q\,\delta V(0).$$

To find $\delta V(0)$, average $P_4(\hat s\cdot\hat r')$ over the cube operations. The result is an invariant harmonic of order 4 in each direction. The invariant polynomials of degree 4 are combinations $\alpha\sum x^4+\beta\sum x^2y^2$, where the second sum runs over the three pairs. The Laplacian is $(12\alpha+4\beta)r^2$, so $\beta=-3\alpha$ and there is one solution up to a factor. Using $\sum x^2y^2=(r^4-\sum x^4)/2$, it is proportional to

$$r^4K(\hat r)=x^4+y^4+z^4-\tfrac35r^4 .$$

The average is therefore $c\,K(\hat s)K(\hat r')$. Take both directions along $z$. The images of $\hat z$ are two parallel or antiparallel directions, with $P_4(\pm1)=1$, and four perpendicular ones, with $P_4(0)=\tfrac38$. Since $K(\hat z)=\tfrac25$,

$$c\left(\tfrac25\right)^2=\frac{2+4\cdot\frac38}{6}=\frac7{12},\qquad c=\frac7{12}\cdot\frac{25}4=\frac{175}{48}.$$

Define $M_4=\int n\,(x^4+y^4+z^4-\tfrac35r^4)\,d^3r$. Let $\kappa_4$ be the central value, in the cube $a=1$, of the harmonic function with boundary values $K(\hat s)/s^5$. Then

$$\delta V(0)=-2\cdot\frac{175}{48}\,\frac{\kappa_4M_4}{a^5},\qquad
\boxed{\delta E_3\simeq-\frac{175}{48}\,\frac{\kappa_4\,Q\,M_4}{a^5}} .$$

It remains to find $\kappa_4$. Put data $f(x,y)$ on the face $z=1$ of the unit cube and zero on the others. The functions $\phi_m(x)=\sin[m\pi(x+1)/2]$ are orthonormal on $[-1,1]$ and vanish at its ends. With $f_{mn}=\iint f\phi_m\phi_n\,dx\,dy$ and $g_{mn}=\tfrac\pi2\sqrt{m^2+n^2}$, the solution is

$$u=\sum_{mn}f_{mn}\,\phi_m(x)\phi_n(y)\,\frac{\sinh[g_{mn}(z+1)]}{\sinh(2g_{mn})} .$$

At the centre, $\phi_m(0)=\sin(m\pi/2)$ vanishes for even $m$. For odd $m$, $\phi_m(0)\phi_m(x)=\cos(m\pi x/2)$. Also $\sinh g/\sinh2g=1/(2\cosh g)$. Hence $u(0)=\iint\omega f\,dx\,dy$ with

$$\omega(x,y)=\sum_{m,n\ \rm odd}\frac{\cos(m\pi x/2)\cos(n\pi y/2)}{2\cosh g_{mn}} .$$

The six faces contribute equally to $\kappa_4$. With $s^2=1+x^2+y^2$,

$$\kappa_4=6\int_{-1}^1\!\int_{-1}^1\omega\,\frac{x^4+y^4+1-\frac35s^4}{s^9}\,dx\,dy=0.07668 .$$

On a sphere the corresponding central value is the uniform surface average of $K$, which is zero. On the cube, the varying distance and the non-uniform weight leave a remainder. Since $\kappa_4>0$, the sign of the error for $Q>0$ is opposite to that of $M_4$; it need not be negative.

### 5. The three-Gaussian density

The moments of a spherical Gaussian equal those of a point charge at its centre, because $r^lY_{lm}$ is harmonic and its average over any sphere is its central value. The dipole vanishes: along $x$, for example, $1.2-0.4-2(0.4)=0$. The farthest centre is at $1.217$ bohr, so even for $a=6$ bohr the faces are more than nine widths away, and the tails outside are negligible.

The three contributions to $M_4$ are

$$\begin{aligned}
1\times[2.0752-0.6(1.48)^2]&=0.7610,\\
1\times[1.0272-0.6(1.20)^2]&=0.1632,\\
2\times[0.0897-0.6(0.45)^2]&=-0.0636,
\end{aligned}$$

so $M_4=0.8606$ bohr$^4$. With $Q=4$,

$$\delta E_3\simeq-\frac{3.6458\times0.07668\times4\times0.8606}{a^5}=-\frac{0.962}{a^5}\ \text{Ry},\quad a\text{ in bohr}.$$

At $a=12$ bohr this is $-3.87\times10^{-6}$ Ry, against the computed $-3.88\times10^{-6}$ Ry.

All values of $L$ can be obtained from one Poisson solve. Let $V_0$ obey $\nabla^2V_0=-8\pi n$ with $V_0=0$ on the faces. Because $\delta V$ is harmonic, Green's identity gives

$$\delta E_L=-\frac1{16\pi}\int\delta V\,\nabla^2V_0\,d^3r=-\frac1{16\pi}\oint\delta V\,\frac{\partial V_0}{\partial n_{\rm out}}\,dS,$$

where $n_{\rm out}$ is the outward normal coordinate. The numerical check compares the grid form of this formula with full solves at $a=6$ bohr. The errors below are evaluated on the grid $h=0.25$ bohr and carry a discretization error of their own, up to about 2% at $a=6$ bohr:

| $L$ | $a=6$ bohr (Ry) | $a=12$ bohr (Ry) | power $p$ |
|---:|---:|---:|---:|
| $-1$ | $-2.33$ | $-1.17$ | 1.00 |
| 0 | $-4.02\times10^{-4}$ | $-1.21\times10^{-5}$ | 5.00 |
| 1 | $-4.02\times10^{-4}$ | $-1.21\times10^{-5}$ | 5.00 |
| 2 | $-1.40\times10^{-4}$ | $-3.99\times10^{-6}$ | 5.00 |
| 3 | $-1.25\times10^{-4}$ | $-3.88\times10^{-6}$ | 5.00 |
| 4 | $-3.94\times10^{-7}$ | $-2.19\times10^{-9}$ | 7.01 |
| 5 | $-3.23\times10^{-7}$ | $-2.06\times10^{-9}$ | 7.00 |
| 6 | $-9.5\times10^{-9}$ | $-1.07\times10^{-11}$ | 9.04 |
| 7 | $-4.7\times10^{-9}$ | $-8.4\times10^{-12}$ | 9.00 |

The powers are extrapolated to large $a$ from boxes with $a=12,16,20$ bohr. The rows $L=0$ and $L=1$ agree because the dipole is zero. At $a=6$ bohr, going from $L=2$ to $L=3$ lowers the error by about a tenth; going from $L=3$ to $L=4$ lowers it by a factor of about 320, since the hexadecapole that shifts the central potential is then included.

A sphere of radius 12 bohr with $L=3$ has an error of $-1.18\times10^{-9}$ Ry, some 3300 times smaller than that of the cube with $a=12$ bohr.

The choice of $L$ also depends on the discretization. With exact boundary values at $a=6$ bohr, the seven-point grid energy differs from the analytic $12.613$ Ry (171.6 eV) by $0.0489$ Ry at $h=0.25$ bohr and by $0.0121$ Ry at $h=0.125$ bohr. The ratio, 4.03, agrees with an error proportional to $h^2$.

At $h=0.25$ bohr the grid error is thus 665 meV, while the boundary error for $L=3$ is $-1.7$ meV. Even $L=0$ leaves a boundary error below one per cent of the grid error. For the absolute Hartree energy of this centred density, $L=0$ is therefore sufficient at this spacing, and a finer grid or a better stencil is the useful improvement. The margin is smaller for energy differences. About $0.043$ of the $0.049$ Ry is the self-energy error of the separate Gaussians, which cancels when they are moved. Rotating the density by $45^\circ$ about $z$ changes the grid error by about $2\times10^{-3}$ Ry and the $L=0$ boundary error by about $2\times10^{-4}$ Ry, a ratio near one tenth. Once the grid error approaches $10^{-3}$ Ry, the $L=0$ error of $4\times10^{-4}$ Ry is no longer negligible. Since $L=2$ and $L=3$ gain only about a factor of three, $L=4$ is then the natural next choice. Zero boundary values are unsuitable: their error is 18% of the Hartree energy.

## Variation 1: the charge is off centre

*The same density is displaced from the box centre, and the multipoles are still taken about that centre. What happens at $L=0$?*

The dipole moment about the box centre is now non-zero. The omitted $l=1$ potential acts back on the dipole through the pair $(1,1)$, so the power drops from 5 to $1+1+1=3$. The numerical check gives $3.00$. Including $l=1$ removes this pair. The next candidates are $(2,2)$, $(3,1)$ and $(4,0)$, all of power 5. Either centring the charge or including the dipole term therefore removes the $a^{-3}$ error.

## Variation 2: an odd neutral density

*Let $n$ now be a total charge density with $n(-\mathbf r)=-n(\mathbf r)$ and a non-zero dipole. Find the powers for $L=0,\dots,4$.*

All even moments vanish, including the monopole. The lowest possible partner is $l'=1$:

- $L=0$: $(1,1)$, power 3.
- $L=1,2$: $(3,1)$, power 5.
- $L=3,4$: $(5,1)$, power 7.

The pair $(3,1)$ is allowed because the harmonic polynomial $x^3-\tfrac35xr^2$ transforms under the cube operations as $x$ does. For $l=5$, four polynomials have the symmetry of $x$: $x^5$, $x^3(y^2+z^2)$, $x(y^4+z^4)$ and $xy^2z^2$. The Laplacian maps them into the two-dimensional space spanned by $x^3$ and $x(y^2+z^2)$, so harmonic combinations exist.

For a pair of opposite Gaussian charges, the check gives $3.00,\,5.00,\,5.00,\,7.00,\,7.00$. Compared with the centred net charge, $L=3$ gains two powers of $a$, because there is no monopole to feel the shift of the central potential.

## Values computed for the example and the checks

```
Gaussian width: 0.50 bohr; grid spacing: 0.250 bohr
charge 1.0 e at (1.2, 0.2, 0.0) bohr
charge 1.0 e at (-0.4, 0.2, 1.0) bohr
charge 2.0 e at (-0.4, -0.2, -0.5) bohr
total charge: 4.0 e; largest centre radius: 1.2166 bohr
analytic Hartree energy: 12.61301692 Ry = 171.60884 eV
boundary energy error in Ry (L=-1: zero boundary values)
  L     a=6 bohr      a=8 bohr     a=12 bohr     a=16 bohr     a=20 bohr
 -1  -2.33123e+00  -1.74795e+00  -1.16514e+00  -8.73820e-01  -6.99044e-01
  0  -4.01995e-04  -9.35440e-05  -1.21484e-05  -2.86894e-06  -9.37988e-07
  1  -4.01995e-04  -9.35440e-05  -1.21484e-05  -2.86894e-06  -9.37988e-07
  2  -1.40121e-04  -3.15226e-05  -3.99235e-06  -9.34389e-07  -3.04217e-07
  3  -1.25350e-04  -2.95589e-05  -3.87775e-06  -9.19108e-07  -3.01014e-07
  4  -3.94431e-07  -4.35254e-08  -2.19359e-09  -2.76972e-10  -5.65729e-11
  5  -3.23177e-07  -3.83853e-08  -2.06374e-09  -2.67323e-10  -5.52841e-11
  6  -9.47608e-09  -5.32500e-10  -1.06760e-11  -7.20280e-13  -9.16638e-14
  7  -4.65228e-09  -3.32001e-10  -8.38418e-12  -6.23864e-13  -8.33968e-14
extrapolated power p of a^(-p), dimensionless
  L=-1: p = 1.000
  L= 0: p = 5.000
  L= 1: p = 5.000
  L= 2: p = 5.000
  L= 3: p = 5.000
  L= 4: p = 7.006
  L= 5: p = 7.000
  L= 6: p = 9.038
  L= 7: p = 8.998
kappa0 = 0.87378230, kappa4 = 0.07668391 (dimensionless)
cubic fourth moment M4: 0.860560 e bohr^4
leading coefficient, Ry bohr^p: Poisson kernel / grid extrapolation
  L=-1, p=1: -13.980517 / -13.980517
  L= 2, p=5: -0.962370 / -0.962371
  L= 3, p=5: -0.962370 / -0.962371
  L= 4, p=7: -0.069021 / -0.069022
  L= 5, p=7: -0.069021 / -0.069022
  L= 6, p=9: -0.042418 / -0.042405
  L= 7, p=9: -0.042418 / -0.042405
off-centre charge, L=0: p = 3.000
odd neutral density, L=0..4: p = 3.000, 5.001, 5.001, 7.000, 7.000
sphere of radius 12 bohr, L=3: error -1.17776e-09 Ry
cube of half-side 12 bohr, L=3: error -3.87775e-06 Ry
grid error, a=6 bohr, h=0.250 bohr: 4.886858e-02 Ry
grid error, a=6 bohr, h=0.125 bohr: 1.212087e-02 Ry
ratio of the two grid errors: 4.0318
boundary error, a=6 bohr, L=3: -1.70548 meV
grid error, a=6 bohr, h=0.250 bohr: 664.891 meV
```
